# Targeting the Eigenstate Above a Chosen Energy by a Variational Functional: a program that tests the result

```python
"""
Result under test: for A = w - H with w outside the spectrum of H,
    Omega[psi] = <psi|A|psi> / <psi|A^2|psi>
has its global minimum 1/(w - E) at the first eigenvalue E above w;
all eigenstates, and only they, are stationary, and no other is a minimum.
Symbols: H Hamiltonian, w chosen energy, psi real trial vector,
a_k = w - E_k. Energies in hartree, Omega in 1/hartree.
Models: six-site chain, quartic oscillator, harmonic oscillator.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import least_squares, minimize, minimize_scalar
from scipy.stats import poisson

rng = np.random.default_rng(7)


def omega(psi, A):
    image = A @ psi
    return (psi @ image) / (image @ image)


def gradient(psi, A):
    image = A @ psi
    square = image @ image
    return 2 * (image - (psi @ image) / square * (A @ image)) / square


# ---------- six-site chain ----------
sites, hopping, w = 6, -1.0, -0.2
H = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
E, phi = np.linalg.eigh(H)
k_values = np.arange(1, sites + 1)
assert np.allclose(E, 2 * hopping * np.cos(k_values * np.pi / (sites + 1)))
A = w * np.eye(sites) - H
a = w - E
target = int(np.argmax(E > w))
below = target - 1
bound = 1 / (w - E[target])
top = 1 / (w - E[below])
print(f"Chain: sites = {sites}, hopping = {hopping:.1f} hartree, w = {w:.2f} hartree")

# Rayleigh quotient of the inverse, range of values, and gradient
inverse = np.linalg.inv(A)
samples = rng.normal(size=(20000, sites))
values = np.array([omega(v, A) for v in samples])
for v, value in zip(samples[:50], values[:50]):
    chi = A @ v
    assert abs(chi @ inverse @ chi / (chi @ chi) - value) < 1e-10
    step = 1e-5
    numeric = np.array([(omega(v + step * e, A) - omega(v - step * e, A))
                        / (2 * step) for e in np.eye(sites)])
    assert np.allclose(numeric, gradient(v, A), atol=1e-5, rtol=1e-5)
assert values.min() >= bound - 1e-10 and values.max() <= top + 1e-10
print(f"Random vectors: {len(values)}, Omega from {values.min():.4f} "
      f"to {values.max():.4f} 1/hartree")

# Hessian by finite differences of the definition, in the eigenbasis
h = 1e-4
print("Level, E (hartree), Omega (1/hartree), descending directions:")
for n in range(sites):
    hessian = np.zeros((sites, sites))
    for i in range(sites):
        for j in range(sites):
            di, dj, base = h * phi[:, i], h * phi[:, j], phi[:, n]
            hessian[i, j] = (omega(base + di + dj, A) - omega(base + di - dj, A)
                             - omega(base - di + dj, A)
                             + omega(base - di - dj, A)) / (4 * h * h)
    predicted = np.diag(2 * a * (a[n] - a) / a[n] ** 3)
    assert np.max(abs(hessian - predicted)) < 1e-4 * np.max(abs(predicted))
    descending = int(np.sum(np.linalg.eigvalsh(hessian) < -0.01))
    if E[n] > w:
        expected = int(np.sum((E > w) & (E < E[n])))
    else:
        expected = int(np.sum(E > w) + np.sum(E < E[n]))
    assert descending == expected
    print(f"  {n + 1}  {E[n]:9.6f}  {omega(phi[:, n], A):9.6f}  {descending}")
    if n == target:
        print(f"     target curvature towards level {below + 1}: "
              f"{hessian[below, below]:.4f} 1/hartree")


# Search for every stationary point from random starts
def stationarity(psi):
    image = A @ psi
    return np.append(image * (image @ image) - (A @ image) * (psi @ image),
                     psi @ psi - 1)


found, converged, starts = set(), 0, 200
for _ in range(starts):
    start = rng.normal(size=sites)
    fit = least_squares(stationarity, start / np.linalg.norm(start), method="lm",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14, max_nfev=600)
    if np.linalg.norm(fit.fun) < 1e-10:
        converged += 1
        energy = fit.x @ H @ fit.x / (fit.x @ fit.x)
        assert np.linalg.norm(H @ fit.x - energy * fit.x) < 1e-6
        found.add(int(np.argmin(abs(E - energy))))
assert found == set(range(sites))
print(f"Stationary-point search: {starts} starts, {converged} converged, "
      f"{len(found)} distinct levels, all eigenstates")


def random_units(count):
    vectors = rng.normal(size=(count, sites))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


def descend(matrix, first_vectors):
    """Steepest descent at unit norm; every accepted step lowers Omega."""
    results = []
    for psi in first_vectors:
        length = 0.1
        for _ in range(20000):
            slope = gradient(psi, matrix)
            slope_squared = slope @ slope
            if slope_squared < 1e-12:
                break
            value = omega(psi, matrix)
            while True:
                trial = psi - length * slope
                trial = trial / np.linalg.norm(trial)
                if omega(trial, matrix) <= value - 0.3 * length * slope_squared:
                    break
                length /= 2
            psi, length = trial, 2 * length
        assert np.linalg.norm(gradient(psi, matrix)) < 1.1e-6
        results.append((omega(psi, matrix), psi @ H @ psi))
    return np.array(results)


chain_starts = random_units(50)
runs = descend(A, chain_starts)
assert np.max(abs(runs[:, 0] - bound)) < 1e-6
print(f"Unit-norm descents: {len(runs)}, highest final Omega = {runs[:, 0].max():.6f} "
      f"1/hartree, mean energy = {runs[:, 1].mean():.6f} hartree")

# Same starts with the norm left free: a report, not a test of the theorem
misses = []
for start in chain_starts:
    fit = minimize(omega, start, args=(A,), jac=gradient, method="BFGS",
                   options={"gtol": 1e-8})
    if abs(fit.fun - bound) >= 1e-6:
        norm = np.linalg.norm(fit.x)
        misses.append((norm, np.linalg.norm(gradient(fit.x / norm, A))))
print(f"Free-norm BFGS, same starts: {len(misses)} of {len(chain_starts)} miss the target")
if misses:
    norms, slopes = np.array(misses).T
    print(f"  in the misses: final norm {norms.min():.2e} to {norms.max():.2e}, "
          f"gradient at unit norm {slopes.min():.2e} to {slopes.max():.2e} 1/hartree")

folded = np.linalg.eigh(A @ A)[1][:, 0]
folded_energy = folded @ H @ folded
assert abs(folded_energy - E[below]) < 1e-9
print(f"Minimum of <(w-H)^2> instead: E = {folded_energy:.6f} hartree")

# Limiting positions of w
w_high = 2.5
high = descend(w_high * np.eye(sites) - H, random_units(20))
assert np.max(abs(high[:, 0] - 1 / (w_high - E[0]))) < 1e-6
print(f"w = {w_high:.2f} hartree above all levels: min Omega = "
      f"{high[:, 0].min():.6f} 1/hartree at E = {high[:, 1].mean():.6f} hartree")
w_near, step = -0.44, 1e-3
near = w_near * np.eye(sites) - H
soft = (omega(phi[:, target] + step * phi[:, below], near)
        - 2 * omega(phi[:, target], near)
        + omega(phi[:, target] - step * phi[:, below], near)) / step ** 2
an, ak = w_near - E[target], w_near - E[below]
assert abs(soft - 2 * ak * (an - ak) / an ** 3) < 1e-5
print(f"w = {w_near:.2f} hartree: target curvature towards level {below + 1} = "
      f"{soft:.5f} 1/hartree")
singular = E[below] * np.eye(sites) - H
mixtures = [omega(np.cos(t) * phi[:, below] + np.sin(t) * phi[:, target], singular)
            for t in (0.2, 0.7, 1.2, np.pi / 2)]
assert np.ptp(mixtures) < 1e-10
assert abs(mixtures[0] - 1 / (E[below] - E[target])) < 1e-10
print(f"w equal to level {below + 1}: every tested mixture with level {target + 1} "
      f"has Omega = {mixtures[0]:.6f} 1/hartree")

# One-vector trial space: true projected square against squared projection
mean_energy = w + 0.05
fraction = (mean_energy - E[below]) / (E[target] - E[below])
mixed = np.sqrt(1 - fraction) * phi[:, below] + np.sqrt(fraction) * phi[:, target]
true_value = omega(mixed, A)
wrong_value = 1 / (mixed @ A @ mixed)
assert true_value >= bound and wrong_value < bound
print(f"One vector with <H> = {mixed @ H @ mixed:.2f} hartree: Omega = "
      f"{true_value:.4f}, with squared projection {wrong_value:.4f} 1/hartree")

# ---------- quartic oscillator: p^2/2 + x^2/2 + g x^4, unit mass ----------
g, w_q = 0.1, 4.0


def quartic(size):
    ladder = np.sqrt(np.arange(1, size) / 2)
    x = np.diag(ladder, 1) + np.diag(ladder, -1)
    return np.diag(np.arange(size) + 0.5) + g * np.linalg.matrix_power(x, 4)


size = 100
Hq = quartic(size)
levels = np.linalg.eigvalsh(Hq)
assert np.allclose(levels[:6], np.linalg.eigvalsh(quartic(80))[:6], atol=1e-8)
quadrature = quad(lambda x: (0.5 + g * x ** 4) ** 2 * np.exp(-x * x)
                  / np.sqrt(np.pi), -12, 12, epsabs=1e-12)[0]
assert abs(Hq[:, 0] @ Hq[:, 0] - quadrature) < 1e-9
upper_index = int(np.argmax(levels > w_q))
E_up, E_low = levels[upper_index], levels[upper_index - 1]
print(f"Quartic oscillator: g = {g:.1f} (atomic units), w = {w_q:.1f} hartree")
print(f"Reference levels, {size} functions: below w {E_low:.6f}, "
      f"above w {E_up:.6f} hartree")
print("Functions, lower bound to level below, upper bound to level above (hartree):")
old_low, old_up = -np.inf, np.inf
for m in (6, 10, 16, 24, 36):
    # x^4 reaches only four functions further, so these columns are complete
    columns = (w_q * np.eye(size) - Hq)[:, :m]
    ratios = eigh(columns[:m], columns.T @ columns, eigvals_only=True)
    assert ratios[0] < 0 < ratios[-1]
    low, up = w_q - 1 / ratios[-1], w_q - 1 / ratios[0]
    assert low <= E_low + 1e-8 and up >= E_up - 1e-8
    assert low >= old_low - 1e-8 and up <= old_up + 1e-8
    old_low, old_up = low, up
    print(f"  {m:2d}  {low:.6f}  {up:.6f}")
assert abs(old_low - E_low) < 1e-2 and abs(old_up - E_up) < 1e-2

# ---------- harmonic oscillator restricted to coherent states ----------
w_c = 2.8
numbers = np.arange(100)
gaps = w_c - (numbers + 0.5)


def coherent_omega(alpha):
    weights = poisson.pmf(numbers, alpha ** 2)
    return (weights @ gaps) / (weights @ gaps ** 2)


grid = np.linspace(-4, 4, 801)
curve = np.array([coherent_omega(t) for t in grid])
minima = grid[1:-1][(curve[1:-1] < curve[:-2]) & (curve[1:-1] < curve[2:])]
maxima = grid[1:-1][(curve[1:-1] > curve[:-2]) & (curve[1:-1] > curve[2:])]
assert len(minima) == 3 and len(maxima) == 2
d = w_c - 0.5
assert abs(minima[1]) < 1e-9
best = minimize_scalar(coherent_omega, bounds=(minima[2] - 0.02, minima[2] + 0.02),
                       method="bounded", options={"xatol": 1e-9})
peak = minimize_scalar(lambda t: -coherent_omega(t),
                       bounds=(maxima[1] - 0.02, maxima[1] + 0.02),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - np.sqrt(d + np.sqrt(d))) < 1e-5
assert abs(peak.x - np.sqrt(d - np.sqrt(d))) < 1e-5
assert abs(best.fun + 1 / (1 + 2 * np.sqrt(d))) < 1e-9
full_minimum = np.min(1 / gaps)
assert best.fun > full_minimum
print(f"Coherent states, oscillator quantum 1 hartree, w = {w_c:.1f} hartree:")
print(f"  false minimum: alpha = {abs(minima[1]):.4f}, Omega = "
      f"{coherent_omega(0.0):.6f} 1/hartree")
print(f"  maximum: alpha = {peak.x:.4f}, Omega = {-peak.fun:.6f} 1/hartree")
print(f"  lowest minimum: alpha = {best.x:.4f}, Omega = {best.fun:.6f} 1/hartree")
print(f"  its energy bound w - 1/Omega = {w_c - 1 / best.fun:.6f} hartree")
print(f"  full-space minimum: Omega = {full_minimum:.6f} 1/hartree at E = "
      f"{w_c - 1 / full_minimum:.4f} hartree")

print("OK")
```

Output:

```
Chain: sites = 6, hopping = -1.0 hartree, w = -0.20 hartree
Random vectors: 20000, Omega from -1.4313 to 1.8850 1/hartree
Level, E (hartree), Omega (1/hartree), descending directions:
  1  -1.801938   0.624244  3
  2  -1.246980   0.955128  4
  3  -0.445042   4.080935  5
  4   0.445042  -1.550287  0
     target curvature towards level 3: 1.6253 1/hartree
  5   1.246980  -0.691095  1
  6   1.801938  -0.499516  2
Stationary-point search: 200 starts, 200 converged, 6 distinct levels, all eigenstates
Unit-norm descents: 50, highest final Omega = -1.550287 1/hartree, mean energy = 0.445042 hartree
Free-norm BFGS, same starts: 3 of 50 miss the target
  in the misses: final norm 5.83e+02 to 4.01e+06, gradient at unit norm 2.13e-01 to 3.29e+00 1/hartree
Minimum of <(w-H)^2> instead: E = -0.445042 hartree
w = 2.50 hartree above all levels: min Omega = 0.232453 1/hartree at E = -1.801938 hartree
w = -0.44 hartree: target curvature towards level 3 = 0.01295 1/hartree
w equal to level 3: every tested mixture with level 4 has Omega = -1.123490 1/hartree
One vector with <H> = -0.15 hartree: Omega = -0.2808, with squared projection -20.0000 1/hartree
Quartic oscillator: g = 0.1 (atomic units), w = 4.0 hartree
Reference levels, 100 functions: below w 3.138624, above w 4.628883 hartree
Functions, lower bound to level below, upper bound to level above (hartree):
   6  2.996335  5.574132
  10  3.129627  4.650209
  16  3.138605  4.629113
  24  3.138624  4.628884
  36  3.138624  4.628883
Coherent states, oscillator quantum 1 hartree, w = 2.8 hartree:
  false minimum: alpha = 0.0000, Omega = 0.434783 1/hartree
  maximum: alpha = 0.8851, Omega = 0.491848 1/hartree
  lowest minimum: alpha = 1.9536, Omega = -0.247945 1/hartree
  its energy bound w - 1/Omega = 6.833150 hartree
  full-space minimum: Omega = -1.428571 1/hartree at E = 3.5000 hartree
OK
```
